# Drift, diffusion and branching from the path integral, with nodal drift limiting

## 1. What dimensions and symmetry fix

Hartree atomic units are used and all particles have unit mass, so imaginary time has the dimension of length squared, and energy that of inverse length squared. Let $R$ denote all $d$ coordinates, $\psi(R)$ a real trial function and $\phi(R,t)$ the projected function. We seek the evolution of
$$f(R,t)=\psi(R)\,\phi(R,t).$$

Multiplying $\psi$ by a constant rescales $f$ but cannot change a linear equation for $f$. The drift velocity must therefore be unchanged by that rescaling, as $\nabla\psi/\psi$ is. It must also have the dimension of inverse length. At distance $s$ from a smooth node, $\psi$ is proportional to $s$ at leading order, and $s$ is the one length available. The drift there must be
$$v=C\,\frac{n}{s},$$
where $n$ is the unit normal pointing into the region and $C$ is a pure number.

A finite time step $\tau$ adds a second length, $\sqrt\tau$. The mean displacement in one step then has the form $\sqrt\tau\,F(s/\sqrt\tau)$. Freezing the drift at its initial value gives $C\tau/s$, which is unbounded as $s\to0$. A displacement that stays finite and nonzero at the node must instead be proportional to $\sqrt\tau$. The calculation below supplies the equation, the value $C=1$ and the function $F$.

## 2. The short-time kernel

The Hamiltonian is $H=-\tfrac12\nabla^2+V$, with $V$ smooth near the points considered, and
$$-\frac{\partial\phi}{\partial t}=(H-E_T)\phi .$$
The constant $E_T$ controls the overall weight. We work in one nodal pocket, a connected region where $\psi$ keeps its sign, and impose $\phi=0$ on its boundary. This is the fixed-node condition.

For one slice of the path integral, split the evolution operator symmetrically:
$$e^{-\tau(H-E_T)}=e^{\tau E_T}e^{-\tau V/2}e^{\tau\nabla^2/2}e^{-\tau V/2}+O(\tau^2).$$
Expanding both sides to first order in $\tau$ confirms this accuracy, which is all we need. The kinetic factor has the matrix element
$$\int\!\frac{dk}{(2\pi)^d}\,e^{ik\cdot\Delta-\tau k^2/2}
=\frac{e^{-\Delta^2/2\tau}}{(2\pi\tau)^{d/2}},\qquad \Delta=R'-R,$$
so that
$$G(R',R)=\frac{1}{(2\pi\tau)^{d/2}}\exp\!\left[-\frac{\Delta^2}{2\tau}-\frac{\tau}{2}\{V(R)+V(R')\}+\tau E_T\right].$$

This kernel ignores the pocket boundary. For fixed $R$ inside the pocket the omission is harmless as $\tau\to0$: a free path must travel at least the distance $s$ to feel the boundary, and the probability of doing so within time $\tau$ is exponentially small in $s^2/\tau$. The argument fails when $s$ is comparable with $\sqrt\tau$, the regime of Section 5.

Multiply $\phi(R',t+\tau)=\int G\,\phi(R,t)\,dR$ by $\psi(R')$ and write $\phi=f/\psi$:
$$f(R',t+\tau)=\int K(R',R)f(R,t)\,dR,\qquad K=\frac{\psi(R')}{\psi(R)}G(R',R).$$

## 3. From the kernel to the differential equation

Define
$$v=\frac{\nabla\psi}{\psi},\qquad E_L=\frac{H\psi}{\psi}=V-\frac12\frac{\nabla^2\psi}{\psi}.$$
Since $v=\nabla\ln|\psi|$, Taylor expansion gives
$$\ln\frac{\psi(R')}{\psi(R)}=v\cdot\Delta+\frac12\sum_{ij}\Delta_i\Delta_j\,\partial_iv_j+O(\Delta^3),$$
with $v$ and its derivatives taken at $R$. Combine the linear term with the Gaussian exponent by completing the square:
$$-\frac{\Delta^2}{2\tau}+v\cdot\Delta=-\frac{(\Delta-\tau v)^2}{2\tau}+\frac{\tau v^2}{2}.$$
The ratio of trial functions has moved the centre of the Gaussian from $R$ to $R+\tau v$ and left a weight $e^{\tau v^2/2}$.

The quadratic term is treated inside averages of a smooth function $g(R')$. Under the shifted Gaussian,
$$\langle\Delta_i\rangle=\tau v_i,\qquad \langle\Delta_i\Delta_j\rangle=\tau\delta_{ij}+\tau^2v_iv_j,$$
and third and fourth moments are $O(\tau^2)$. Hence $\Delta_i\Delta_j$ may be replaced by $\tau\delta_{ij}$. Its correlation with the variation of $g$ involves third or higher moments and enters at $O(\tau^2)$. The cubic term of the logarithm is negligible for the same reason. Replacing $V(R')$ by $V(R)$ also costs $O(\tau^2)$, because that difference is multiplied by $\tau$ and its mean is $O(\tau)$. These replacements hold for averages, not for the kernel point by point.

The remaining exponent is
$$\tau\left[\frac12v^2+\frac12\nabla\cdot v-V+E_T\right].$$
Differentiating the quotient $\nabla\psi/\psi$ gives
$$\nabla\cdot v=\frac{\nabla^2\psi}{\psi}-v^2 ,$$
so the exponent equals $-\tau(E_L-E_T)$. In the sense of averages,
$$K\simeq\frac{1}{(2\pi\tau)^{d/2}}\exp\!\left[-\frac{(R'-R-\tau v)^2}{2\tau}\right]e^{-\tau[E_L(R)-E_T]}.\tag{1}$$

Now take $g$ to vanish outside a closed region inside the pocket. Expanding $g(R+\Delta)$ to second order and using the moments above,
$$\int gK\,dR'=g+\tau\left[\frac12\nabla^2g+v\cdot\nabla g-(E_L-E_T)g\right]+O(\tau^2).$$
Multiply by $f(R,t)$ and integrate over $R$. The left side becomes $\int g\,f(t+\tau)$. Subtract $\int gf(t)$, divide by $\tau$ and let $\tau\to0$. Integration by parts gives
$$\int f\nabla^2g=\int g\nabla^2f,\qquad \int f\,v\cdot\nabla g=-\int g\,\nabla\cdot(vf).$$
Since $g$ is arbitrary,
$$\boxed{\frac{\partial f}{\partial t}=\frac12\nabla^2f-\nabla\cdot(vf)-(E_L-E_T)f.}\tag{2}$$
The three terms are diffusion, drift towards larger $|\psi|$, and growth or decay of weight.

Direct substitution gives an independent check. From $\nabla\phi=(\nabla f-vf)/\psi$, a second derivative yields
$$\psi\nabla^2\phi=\nabla^2f-\nabla\cdot(vf)-v\cdot\nabla f+v^2f .$$
With $v\cdot\nabla f=\nabla\cdot(vf)-f\nabla\cdot v$, half of this is
$$\frac12\nabla^2f-\nabla\cdot(vf)+\frac12(v^2+\nabla\cdot v)f.$$
Adding $-(V-E_T)f$ reproduces (2).

The probability current is
$$J=vf-\frac12\nabla f=\frac12(\phi\nabla\psi-\psi\nabla\phi).$$
It vanishes at the node because both functions vanish there. The continuous process therefore loses no weight through the nodal surface, although the drift is singular on it.

As a numerical test, take a two-dimensional trial function with a curved node,
$$\psi=(x+0.3y^2-0.5)\,e^{-0.4(x^2+y^2)}.$$
At one interior point, for a smooth $\phi$ and an anharmonic $V$, the path-integral kernel (extrapolated from two time steps) and equation (2) both give $\partial f/\partial t=-0.175456$ a.u. The error of (1) in the average of a smooth function falls from $1.545\times10^{-6}$ to $3.87\times10^{-7}$ when $\tau$ is halved from 0.002 to 0.001 a.u. The ratio, 3.996, agrees with a one-step error of order $\tau^2$.

## 4. Divergences at a node

Near a regular node, where $\nabla\psi\ne0$,
$$\psi=|\nabla\psi|\,s+O(s^2),\qquad \nabla\psi=|\nabla\psi|\,n+O(s),$$
for a pocket with $\psi>0$. In a pocket with $\psi<0$, use $-\psi$ in place of $\psi$ here and in (3); this changes neither $v$ nor $E_L$. Therefore
$$v=\frac ns+O(1),\qquad sE_L\longrightarrow-\frac{\nabla^2\psi}{2|\nabla\psi|}.\tag{3}$$
This fixes $C=1$. At $s=10^{-4}$ bohr from the curved node above, the normal drift times $s$ is 0.99996, and $sE_L$ is 0.1534 hartree bohr against a predicted limit of 0.1533.

The two divergences differ in origin. An exact eigenfunction in a finite potential obeys $\nabla^2\psi=2(V-E)\psi$, which vanishes at the node, so its local energy stays finite. Its drift still diverges. Improving the trial function can thus remove the singularity of $E_L$, but not that of $v$.

When $sE_L$ tends to a negative number $-b$, the frozen branching factor behaves as $e^{\tau b/s}$. Its average over a density proportional to $s^2$ diverges at $s=0$ for any $\tau>0$. Limiting the drift does not cure this. The branching energy then needs its own bound, one that becomes inactive at fixed $R$ as $\tau\to0$.

## 5. One finite step at a linear node

To see what the correct process does within $\sqrt\tau$ of the node, take $\psi=s$ in one dimension with $V=E_T=0$. Then $E_L=0$ and $v=1/s$. Let $g_\tau(u)=(2\pi\tau)^{-1/2}e^{-u^2/2\tau}$.

Without the boundary condition, the kernel is $(r/s)\,g_\tau(r-s)$ for a final position $r$ on the whole line. Its total weight and first moment follow from the Gaussian moments $\langle r\rangle=s$ and $\langle r^2\rangle=s^2+\tau$:
$$\frac{\langle r\rangle}{s}=1,\qquad \frac{\langle r^2\rangle}{s}=s+\frac{\tau}{s}.$$
The frozen drift reproduces this mean. The kernel, however, is negative for $r<0$. A negative position carrying a negative weight adds a positive amount to the mean, and the drifted Gaussian represents that contribution by moving positive weight far into the pocket.

With the fixed-node condition, the method of images gives
$$K_0(r,s)=\frac rs\,[g_\tau(r-s)-g_\tau(r+s)],\qquad r>0.$$
The bracket solves the diffusion equation, vanishes at $r=0$ and starts as a delta function at $s$. The kernel is positive. Substituting $r\to-r$ in the second term turns its normalization into $\int r\,g_\tau(r-s)\,dr/s=1$ over the whole line.

The same substitution helps with the mean. Define
$$M_k=\int_{-\infty}^{\infty}\mathrm{sgn}(r)\,r^k g_\tau(r-s)\,dr .$$
The mean of $K_0$ is $M_2/s$. First, $M_0=\mathrm{erf}(s/\sqrt{2\tau})$. Next, $u\,g_\tau(u)=-\tau g_\tau'(u)$ implies
$$r\,g_\tau(r-s)=s\,g_\tau(r-s)-\tau g_\tau'(r-s).$$
Insert this once in $M_1$ and once in $M_2$, and integrate the derivative by parts. The derivative of $\mathrm{sgn}(r)$ is $2\delta(r)$, and that of $|r|$ is $\mathrm{sgn}(r)$, so
$$M_1=sM_0+2\tau g_\tau(s),\qquad M_2=sM_1+\tau M_0.$$
With $2\tau g_\tau(s)=\sqrt{2\tau/\pi}\,e^{-s^2/2\tau}$, the mean final position is
$$\bar r=\left(s+\frac\tau s\right)\mathrm{erf}\frac{s}{\sqrt{2\tau}}+\sqrt{\frac{2\tau}{\pi}}\,e^{-s^2/2\tau}.\tag{4}$$

For $s\gg\sqrt\tau$ this tends to $s+\tau/s$ with exponentially small corrections, so the frozen drift gives the right mean. For $s\to0$, $\mathrm{erf}(s/\sqrt{2\tau})\simeq s\sqrt{2/(\pi\tau)}$, and the two terms of (4) contribute equally:
$$\bar r\to2\sqrt{\frac{2\tau}{\pi}}=\sqrt{\frac{8\tau}{\pi}}.$$
The mean stays finite and scales as $\sqrt\tau$, as Section 1 required.

The integral $M_1$ also measures the failure of the unrestricted kernel. Its absolute weight is $M_1/s$, which grows as $\sqrt{2\tau/\pi}/s$ near the node. At $s=0.1\sqrt\tau$ it is 8.02, although the signed total is 1.

## 6. The limited drift

A simple repair lets the drift change along the step. Ignoring diffusion, $ds/dt=1/s$ means $d(s^2)/dt=2$, so
$$s(\tau)=\sqrt{s^2+2\tau}.$$
Divide the displacement by $\tau$, put $s=1/|v|$ and rationalize the numerator:
$$\frac{\sqrt{s^2+2\tau}-s}{\tau}=\frac{\sqrt{1+2v^2\tau}-1}{|v|\tau}=\frac{2|v|}{1+\sqrt{1+2v^2\tau}} .$$
Restoring the direction gives
$$\boxed{\bar v=\frac{2v}{1+\sqrt{1+2v^2\tau}}.}\tag{5}$$

Since the denominator exceeds $|v|\sqrt{2\tau}$, the displacement obeys $|\tau\bar v|<\sqrt{2\tau}$. At fixed $R$ and small $\tau$, $\bar v=v(1-\tfrac12v^2\tau+\dots)$. The displacement changes by $O(\tau^2)$, so equation (2) remains the continuous limit.

Formula (5) follows the deterministic flow, not the mean (4). As $s\to0$ the ratio of the two is $\sqrt{2\tau}/\sqrt{8\tau/\pi}=\sqrt\pi/2\approx0.886$. For $s\gg\sqrt\tau$ the limited position is low by about $\tau^2/(2s^3)$, from the next term of the square root.

The derivation assumes one nearly flat node. Where nodal surfaces meet, $\nabla\psi$ can vanish. If $\psi$ is homogeneous of degree $k$ in the displacement from such a point, Euler's theorem gives a radial drift $k/\rho$ at distance $\rho$. The bound on the displacement survives, but (5) no longer integrates the flow.

## 7. Worked example: an oscillator pocket

Take $V=x^2/2$ on $x>0$, with $\psi=x\,e^{-ax^2/2}$, $a=0.8$ bohr$^{-2}$ and $E_T=1.5$ hartree. Then
$$v=\frac1x-ax,\qquad v^2+v'=a^2x^2-3a,$$
and
$$E_L=\frac{x^2}{2}-\frac12(v^2+v')=\frac{3a}{2}+\frac{1-a^2}{2}x^2=1.2+0.18x^2 .$$
The local energy is finite at the node, which isolates the drift problem.

**Continuous equation.** Start from $\phi=\psi$ and try $\phi=A(t)\,x\,e^{-\alpha(t)x^2/2}$. The formula for $E_L$, with $a$ replaced by $\alpha$, gives $H\phi/\phi$. Matching powers of $x$ in the evolution equation yields
$$\dot\alpha=1-\alpha^2,\qquad \frac{\dot A}{A}=E_T-\frac{3\alpha}{2}.$$
With $t_0=\mathrm{artanh}\,a$, the solution is
$$\alpha=\tanh(t+t_0),\qquad A=e^{E_Tt}\left[\frac{\cosh t_0}{\cosh(t+t_0)}\right]^{3/2}.$$
At $t=0.5$ a.u., $\alpha=0.9215$ bohr$^{-2}$ and $A=1.1029$.

The density is $f=A\,x^2e^{-px^2}$ with $p=(a+\alpha)/2=0.8607$ bohr$^{-2}$. Since $\int_0^\infty x^2e^{-px^2}dx=\sqrt\pi/(4p^{3/2})$, the total weight relative to its initial value is
$$A\left(\frac ap\right)^{3/2}=1.1029\left(\frac{0.8}{0.8607}\right)^{3/2}\approx0.988.$$
With $\langle x^2\rangle=3/(2p)$, the average of $E_L$ over $f$ is $1.2+0.27/p=1.5137$ hartree, down from 1.5375 at $t=0$. It tends to $1.2+0.27/0.9=1.5$ hartree as $\alpha\to1$.

A finite-volume solution of (2), which uses $v$ and $E_L$ but not the closed form, differs from it by at most $2.3\times10^{-4}$ of the peak of $f$. Its lowest decay rate gives 1.49999 hartree (40.8 eV) for the fixed-node energy, against the exact 3/2. The singular drift does no harm in the continuous equation.

**One finite step.** Let $\tau=0.01$ a.u., so $\sqrt\tau=0.1$ bohr. The table gives mean positions in bohr after one step at the linear node. For frozen and limited drift these are the Gaussian centres, before any rejection.

| $s/\sqrt\tau$ | frozen | exact | limited |
|---:|---:|---:|---:|
| 0.1 | 1.010 | 0.160 | 0.142 |
| 0.5 | 0.250 | 0.166 | 0.150 |
| 1.0 | 0.200 | 0.185 | 0.173 |
| 2.0 | 0.250 | 0.249 | 0.245 |
| 5.0 | 0.520 | 0.520 | 0.520 |

In the first row the frozen drift is $0.01/0.01=1$ bohr, ten times the diffusion width. At $s=2\sqrt\tau$ the frozen drift is closer to the exact mean than the limited one. The limiter earns its place below about $\sqrt\tau$.

**Rare long moves.** Suppose first that the walkers are distributed as $\psi^2$. Near the node this normalized density is $cs^2$ with $c=1.615$ bohr$^{-3}$. A frozen drift displacement above $L$ requires $s<\tau/L$, so
$$P(\tau v>L)\simeq\int_0^{\tau/L}cs^2ds=\frac{c\tau^3}{3L^3}.$$
For $L=1$ bohr this is $5.4\times10^{-7}$ per step, as direct integration confirms. For this density, dividing by $\tau$ gives a rate that vanishes as $\tau^2$, so these long moves are absent from the continuous limit. At fixed $\tau$, however, the third moment contains
$$\int cs^2\left(\frac\tau s\right)^3ds=c\tau^3\int\frac{ds}{s},$$
which diverges logarithmically. Each decade of $s$ adds $c\tau^3\ln10=3.7\times10^{-6}$ bohr$^3$, and the two decades tested agree. The second moment is finite for this density.

These estimates hold for a step that starts from $\psi^2$, or for the proposals of a Metropolis walk, which keeps that density. Without a Metropolis test the finite step changes the density itself. After one frozen step the density at the node is $c\tau\int_0^\infty u^2e^{-(u+1/u)^2/2}\,du/\sqrt{2\pi}\approx0.14\,c\tau$, not zero. The probability of a long move is then of order $0.14\,c\tau^2/L$, about $2\times10^{-5}$ here. Its rate still vanishes, but only as $\tau$, and the second moment of the drift displacement diverges as $\int ds/s^2$.

**Stuck walkers.** A Metropolis test can enforce the density $\psi^2$, the stationary state of drift and diffusion without branching. With $T$ the drifted Gaussian, a move from $s$ to $r$ is accepted with probability
$$\min\left[1,\frac{\psi^2(r)\,T(s\leftarrow r)}{\psi^2(s)\,T(r\leftarrow s)}\right],$$
and moves across the node are rejected. At $s=0.1\sqrt\tau$ the mean acceptance is $1.6\times10^{-5}$ with frozen drift and 0.91 with limited drift. The frozen drift proposes a point about 1 bohr away, where the drift is weak. The reverse move must then cover ten diffusion widths by chance, at a cost of order $e^{-50}$. The gain in $\psi^2$, below $10^4$ or so, cannot compensate, so a typical proposal is practically never accepted. The mean acceptance comes instead from rare proposals that fall about four diffusion widths short of the centre, near $r=0.58$ bohr. There the reverse Gaussian contributes about $e^{-17}$, the gain in $\psi^2$ is about $e^{8}$, and the forward Gaussian is itself only about $e^{-9}$, so the acceptance ratio is of order one. Proposals this short or shorter have a probability of about $10^{-5}$, which sets the size of the mean. Such a walker waits on average $1/(1.6\times10^{-5})\approx6\times10^4$ steps before moving. If its local energy lies below $E_T$, it gains weight throughout. At $s=\sqrt\tau$ the two acceptances are nearly equal, 0.87 and 0.88.

## 8. Implementation

For each walker and each step:

1. Compute $v$ and $E_L$ at $R$, and $\bar v$ from (5).
2. Propose $R'=R+\tau\bar v+\sqrt\tau\,\chi$, with $\chi$ a vector of independent standard normal numbers.
3. Reject the move if $\psi$ changes sign.
4. If a Metropolis test is used, evaluate the limited drift in both the forward and the reverse Gaussian.
5. Multiply the weight by $e^{-\tau(E_L-E_T)}$, with a bounded $E_L$ if (3) gives a nonzero limit.

Step 3 remains necessary. From the limited centre $\sqrt{2\tau}$ of a walker starting at the node, the Gaussian crosses back with probability 0.079. Deleting such walkers would remove weight that the normalized kernel $K_0$ retains. For a starting density $cs^2$, the loss per step scales as $c\tau^{3/2}$, and the loss rate as $c\sqrt\tau$. This scaling estimate favours rejection over deletion; the resulting energy bias was not computed.

The limiter bounds the drift displacement near nodes. Applied to the full vector $v$ of a many-particle system it also acts away from them, because $v^2$ grows in proportion to the number of particles. Each independent copy of the oscillator pocket adds $\langle v^2\rangle=3a/2=1.2$ bohr$^{-2}$, so 100 copies at $\tau=0.01$ a.u. have $v^2\tau$ of order one and lose roughly a quarter of their drift. For large systems (5) is therefore better applied to the drift of each particle separately. It does not correct the position of the nodes, so the fixed-node error remains as $\tau\to0$. The numerical output below lists the remaining values.

## Calculated quantities

```
CURVED NODE IN TWO DIMENSIONS
test point x, y = 1.1, 0.4 bohr; E_T = 1.0 hartree
df/dt from path-integral kernel = -0.175456 a.u.
df/dt from drift-diffusion-branching = -0.175456 a.u.
one-step error, tau=0.002: 1.545e-06; tau=0.001: 3.867e-07 a.u.
error ratio on halving tau = 3.996
node point x, y = 0.425, 0.500 bohr; distance s = 1e-04 bohr
s * normal drift = 0.99996 (dimensionless)
s * E_L = 0.15343, predicted limit 0.15325 hartree bohr
OSCILLATOR POCKET x > 0
a = 0.8 bohr^-2, E_T = 1.5 hartree, t = 0.5 a.u.
cell width = 0.020 bohr, outer edge = 8.0 bohr
fixed-node energy from equation for f = 1.49999 hartree
largest error of f(t) relative to its peak = 2.34e-04
alpha(t) = 0.92146 bohr^-2, amplitude A(t) = 1.10290
weight(t)/weight(0): grid 0.98827, closed form 0.98826
mixed energy at t=0 = 1.53750 hartree
mixed energy at t: grid 1.51368, closed form 1.51369 hartree
ONE FINITE STEP NEAR THE NODE
tau = 0.01 a.u., sqrt(tau) = 0.100 bohr
means: linear node; acceptances: oscillator trial function
s/sqrt(tau), s, mean unlimited, mean exact, mean limited (bohr)
  0.1  0.010  1.01000  0.15984  0.14177
  0.5  0.050  0.25000  0.16614  0.15000
  1.0  0.100  0.20000  0.18493  0.17321
  2.0  0.200  0.25000  0.24942  0.24495
  5.0  0.500  0.52000  0.52000  0.51962
s/sqrt(tau), absolute signed weight, acceptance unlimited, limited
  0.1  8.01871  1.643e-05  0.91180
  0.5  1.79119  7.746e-01  0.88271
  1.0  1.16663  8.722e-01  0.87692
  2.0  1.00849  9.390e-01  0.92875
  5.0  1.00000  9.979e-01  0.99604
exact mean for start at the node = 0.15958 bohr
limited centre for start at the node = 0.14142 bohr
crossing probability from that centre = 0.07865
density coefficient c = 1.61480 bohr^-3
fraction of psi^2 within sqrt(tau) of node = 5.357e-04
P(drift displacement > 1.0 bohr) = 5.3811e-07, law 5.3827e-07
third moment, s from 1e-4 to 1e-3 bohr = 3.7182e-06 bohr^3
third moment, s from 1e-5 to 1e-4 bohr = 3.7182e-06 bohr^3
logarithmic law per decade = 3.7182e-06 bohr^3
```
